# Restoring Internal Consistency in Surface Hopping with an Energy-Based Decoherence Correction: verification in Python

```python
"""Fewest-switches surface hopping with energy-based decoherence.

Result under test: on Tully's extended-coupling model the correction
  tau = (1 + C_DEC / kinetic energy) / energy gap       (atomic units)
reduces the mismatch between the mean upper-state population and the
fraction of trajectories on the upper state. Each correction step multiplies
w = |c_upper|^2 - active_upper by exp(-2 dt/tau).
A, B, C define the diabatic Hamiltonian; M is the nuclear mass; X0, P0 and
SIGMA_X define the initial Gaussian. The adiabatic energies are +/- E.
An independent two-state wave packet supplies reference probabilities.
"""
import numpy as np
from scipy import constants

A, B, C, M = 0.0006, 0.1, 0.9, 2000.0
C_DEC = 0.1
X0, P0, SIGMA_X = -15.0, 20.0, 0.75
SIGMA_P = 1.0 / (2.0 * SIGMA_X)
T_END = 3400.0
SNAPSHOTS = (1400, 2000, 2600, 3400)


def surfaces(x):
    """Return coupling, its slope, E, dE/dx, cos(theta), sin(theta)."""
    tail = np.exp(-C * np.abs(x))
    coupling = np.where(x < 0, B * tail, B * (2 - tail))
    dcoupling = B * C * tail
    energy = np.sqrt(A * A + coupling**2)
    cosine = np.sqrt((1 + A / energy) / 2)
    sine = coupling / (2 * energy * cosine)
    return (coupling, dcoupling, energy, coupling * dcoupling / energy,
            cosine, sine)


def diabatic_propagate(d1, d2, coupling, dt):
    energy = np.sqrt(A * A + coupling**2)
    co = np.cos(energy * dt)
    si = -1j * np.sin(energy * dt) / energy
    return (co * d1 + si * (A * d1 + coupling * d2),
            co * d2 + si * (coupling * d1 - A * d2))


def electronic_step(up, low, old, new, middle_coupling, dt):
    """Propagate adiabatic amplitudes between two nuclear positions."""
    d1 = old[4] * up - old[5] * low
    d2 = old[5] * up + old[4] * low
    d1, d2 = diabatic_propagate(d1, d2, middle_coupling, dt)
    return new[4] * d1 + new[5] * d2, -new[5] * d1 + new[4] * d2


def decohere(up, low, on_upper, gap, kinetic, dt):
    """Damp the inactive amplitude and restore the norm."""
    damping = np.exp(-dt * gap * kinetic / (kinetic + C_DEC))
    active = np.where(on_upper, up, low)
    inactive = np.where(on_upper, low, up) * damping
    active = active * np.sqrt((1 - np.abs(inactive)**2)
                              / np.abs(active)**2)
    return (np.where(on_upper, active, inactive),
            np.where(on_upper, inactive, active))


def run_swarm(corrected, dt, number, seed):
    rng = np.random.default_rng(seed)
    x = rng.normal(X0, SIGMA_X, number)
    p = rng.normal(P0, SIGMA_P, number)
    up = np.zeros(number, complex)
    low = np.ones(number, complex)
    on_upper = np.zeros(number, bool)
    state = surfaces(x)
    initial_energy = p**2 / (2 * M) - state[2]
    history = []
    frustrated = 0
    max_energy_error = 0.0
    for _ in range(int(round(T_END / dt))):
        force = np.where(on_upper, -state[3], state[3])
        p_half = p + 0.5 * dt * force
        x_new = x + dt * p_half / M
        new = surfaces(x_new)
        force = np.where(on_upper, -new[3], new[3])
        p = p_half + 0.5 * dt * force
        xm = (x + x_new) / 2
        tail = np.exp(-C * np.abs(xm))
        middle = np.where(xm < 0, B * tail, B * (2 - tail))
        before = np.where(on_upper, np.abs(up)**2, np.abs(low)**2)
        up, low = electronic_step(up, low, state, new, middle, dt)
        after = np.where(on_upper, np.abs(up)**2, np.abs(low)**2)
        wants_hop = rng.random(number) < 1 - after / before
        kinetic = p**2 / (2 * M)
        new_kinetic = kinetic + np.where(on_upper, 2, -2) * new[2]
        allowed = wants_hop & (new_kinetic >= 0)
        frustrated += int(np.sum(wants_hop & ~allowed))
        p = np.where(allowed, np.sign(p)
                     * np.sqrt(2 * M * np.maximum(new_kinetic, 0)), p)
        on_upper = on_upper ^ allowed
        kinetic = p**2 / (2 * M)
        if corrected:
            up, low = decohere(up, low, on_upper, 2 * new[2], kinetic, dt)
        total = kinetic + np.where(on_upper, new[2], -new[2])
        max_energy_error = max(max_energy_error,
                               float(np.max(np.abs(total - initial_energy))))
        x, state = x_new, new
        history.append((np.mean(np.abs(up)**2), np.mean(on_upper)))
    w = np.abs(up)**2 - on_upper
    right = x > 0
    norm_error = np.max(np.abs(np.abs(up)**2 + np.abs(low)**2 - 1))
    assert norm_error < 1e-9
    assert max_energy_error < 1e-4
    return dict(history=np.array(history), dt=dt, w=w, right=right,
                up_pop=np.abs(up)**2, active=on_upper,
                frustrated=frustrated, energy_error=max_energy_error)


def run_wavepacket(dt):
    """Split-operator propagation on a grid, without trajectories."""
    points, left, length = 2048, -50.0, 110.0
    dx = length / points
    x = left + dx * np.arange(points)
    k = 2 * np.pi * np.fft.fftfreq(points, dx)
    coupling, _, energy, _, cosine, sine = surfaces(x)
    gaussian = np.exp(-(x - X0)**2 / (4 * SIGMA_X**2) + 1j * P0 * x)
    gaussian /= np.sqrt(np.sum(np.abs(gaussian)**2) * dx)
    psi = np.array([-sine * gaussian, cosine * gaussian])
    kinetic_phase = np.exp(-1j * k**2 * dt / (2 * M))
    co = np.cos(energy * dt / 2)
    si = -1j * np.sin(energy * dt / 2) / energy
    u11, u22, u12 = co + si * A, co - si * A, si * coupling
    snapshots = {}
    for step in range(1, int(round(T_END / dt)) + 1):
        psi = np.array([u11 * psi[0] + u12 * psi[1],
                        u12 * psi[0] + u22 * psi[1]])
        psi = np.fft.ifft(np.fft.fft(psi, axis=1) * kinetic_phase, axis=1)
        psi = np.array([u11 * psi[0] + u12 * psi[1],
                        u12 * psi[0] + u22 * psi[1]])
        time = int(round(step * dt))
        if time in SNAPSHOTS and abs(step * dt - time) < 1e-9:
            upper = np.abs(cosine * psi[0] + sine * psi[1])**2
            snapshots[time] = float(np.sum(upper) * dx)
    upper = np.abs(cosine * psi[0] + sine * psi[1])**2 * dx
    lower = np.abs(-sine * psi[0] + cosine * psi[1])**2 * dx
    edge = (x < left + 5) | (x > left + length - 5)
    assert np.sum((upper + lower)[edge]) < 1e-6
    assert abs(np.sum(upper + lower) - 1) < 1e-9
    result = np.array([np.sum(lower[x > 0]), np.sum(upper[x > 0]),
                       np.sum(lower[x <= 0]), np.sum(upper[x <= 0])])
    return result, snapshots


# Adiabatic energies, forces and derivative coupling from definitions.
for position in (-8.0, -5.5, -2.0, 1.0):
    s = surfaces(np.array(position))
    eig = np.linalg.eigvalsh([[A, float(s[0])], [float(s[0]), -A]])
    assert np.allclose(eig, [-s[2], s[2]], atol=1e-13)
    h = 1e-4
    plus, minus = surfaces(position + h), surfaces(position - h)
    numerical_slope = (plus[2] - minus[2]) / (2 * h)
    assert abs(numerical_slope - s[3]) < 1e-8
    numerical_angle = (np.arctan2(plus[5], plus[4])
                       - np.arctan2(minus[5], minus[4])) / (2 * h)
    assert abs(numerical_angle - A * s[1] / (2 * s[2]**2)) < 1e-7
scan = np.linspace(-10, 4, 14001)
scan_state = surfaces(scan)
derivative = A * scan_state[1] / (2 * scan_state[2]**2)
peak_x = scan[np.argmax(derivative)]
peak_d = np.max(derivative)
assert abs(peak_x - np.log(A / B) / C) < 0.002
assert abs(peak_d - C / 4) < 1e-6

# The electronic step must reproduce the population rate equation.
position, velocity, tiny_dt = -5.5, 0.01, 1e-3
old = surfaces(position)
new = surfaces(position + velocity * tiny_dt)
mid = surfaces(position + velocity * tiny_dt / 2)
c_up, c_low = np.sqrt(0.3), np.sqrt(0.7) * np.exp(0.4j)
next_up, _ = electronic_step(c_up, c_low, old, new, mid[0], tiny_dt)
rate = (abs(next_up)**2 - abs(c_up)**2) / tiny_dt
theta_slope = A * old[1] / (2 * old[2]**2)
expected_rate = 2 * velocity * theta_slope * np.real(np.conj(c_up) * c_low)
assert abs(rate - expected_rate) < 1e-7

# One correction step on both possible active states with the same amplitudes.
test_p, test_gap, test_dt = 0.4, 0.02, 20.0
test_kin = np.array([0.11, 0.09])
test_active = np.array([False, True])
test_up = np.full(2, np.sqrt(test_p), complex)
test_low = np.full(2, np.sqrt(1 - test_p) * np.exp(0.7j), complex)
before_w = np.abs(test_up)**2 - test_active
one_up, one_low = decohere(test_up, test_low, test_active,
                           test_gap, test_kin, test_dt)
after_w = np.abs(one_up)**2 - test_active
tau = (1 + C_DEC / test_kin) / test_gap
q = np.exp(-2 * test_dt / tau)
assert np.allclose(after_w, q * before_w, atol=1e-13)
assert np.allclose(np.abs(one_up)**2 + np.abs(one_low)**2, 1)
many_up, many_low = test_up, test_low
for _ in range(20):
    many_up, many_low = decohere(many_up, many_low, test_active,
                                 test_gap, test_kin, test_dt / 20)
assert np.allclose(many_up, one_up, atol=1e-13)
assert np.allclose(many_low, one_low, atol=1e-13)
induced_w = (1 - test_p) * after_w[0] + test_p * after_w[1]
assert abs(induced_w - test_p * (1 - test_p) * (q[0] - q[1])) < 1e-13

# Paired swarms, a corrected replica, and the wave-packet reference.
NUMBER, DT = 4000, 2.0
plain = run_swarm(False, DT, NUMBER, 271)
edc = run_swarm(True, DT, NUMBER, 271)
replica = run_swarm(True, DT / 2, 3000, 828)
quantum, quantum_snapshots = run_wavepacket(2.0)
quantum_fine, _ = run_wavepacket(1.0)
quantum_change = np.max(np.abs(quantum - quantum_fine))
assert quantum_change < 0.002

mean_plain, mean_edc = np.mean(plain["w"]), np.mean(edc["w"])
rms_plain = np.sqrt(np.mean(plain["w"]**2))
rms_edc = np.sqrt(np.mean(edc["w"]**2))
assert mean_plain > 0.1
assert abs(mean_edc) < 0.05
assert rms_edc < rms_plain
assert np.max(edc["up_pop"][edc["right"]]) < 0.001
for key in ("up_pop", "active"):
    assert abs(np.mean(edc[key]) - np.mean(replica[key])) < 0.05
quantum_upper = quantum[1] + quantum[3]
error_plain = abs(np.mean(plain["up_pop"]) - quantum_upper)
error_edc = abs(np.mean(edc["up_pop"]) - quantum_upper)
assert error_edc < 0.5 * error_plain
first_upper = 1 - quantum[0]
assert quantum[1] < 1e-4
assert abs(quantum[3] - first_upper * (1 - first_upper)) < 0.02
assert abs(quantum[2] - first_upper**2) < 0.02
right_w = np.sum(plain["w"][plain["right"]]) / NUMBER
right_fraction = np.mean(plain["right"])
assert abs(right_w - right_fraction * (1 - right_fraction)) < 0.03

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
time_fs = constants.physical_constants["atomic unit of time"][0] * 1e15
print(f"Model A, B: {A:.4f}, {B:.1f} hartree; C: {C:.1f} 1/bohr")
print(f"Mass: {M:.0f} electron masses")
print(f"Initial mean position, width: {X0:.1f}, {SIGMA_X:.2f} bohr")
print(f"Initial mean momentum, width: {P0:.1f}, {SIGMA_P:.3f} a.u.")
print(f"Mean-momentum kinetic energy: {P0**2/(2*M):.3f} hartree")
print(f"Right asymptotic upper energy: {np.sqrt(A*A+4*B*B):.6f} hartree")
print(f"Decoherence constant: {C_DEC:.1f} hartree = "
      f"{C_DEC*hartree_ev:.3f} eV")
print(f"Trajectories per main run: {NUMBER}; time step: {DT:.1f} a.u.")
print(f"Final time: {T_END:.0f} a.u. = {T_END*time_fs:.2f} fs")
print(f"Derivative-coupling peak: {peak_d:.3f} 1/bohr at {peak_x:.3f} bohr")
print(f"One-step example: upper population {test_p:.1f}, gap "
      f"{test_gap:.2f} hartree, dt {test_dt:.0f} a.u.")
for name, i in (("lower", 0), ("upper", 1)):
    print(f"  Active {name}: kinetic {test_kin[i]:.2f} hartree, tau "
          f"{tau[i]:.2f} a.u., q {q[i]:.5f}")
    print(f"    w before, after: {before_w[i]:.5f}, {after_w[i]:.5f}")
print(f"  Mean w created by unequal rates: {induced_w:.6f}")
print("Upper-state probabilities (dimensionless):")
for time in SNAPSHOTS:
    index = int(round(time / DT)) - 1
    hp, he = plain["history"][index], edc["history"][index]
    print(f"  t={time} a.u.: wave packet {quantum_snapshots[time]:.4f}")
    print(f"    FSSH population, active fraction: {hp[0]:.4f}, {hp[1]:.4f}")
    print(f"    Corrected population, active fraction: "
          f"{he[0]:.4f}, {he[1]:.4f}")
for name, run in (("FSSH", plain), ("Corrected", edc)):
    w, right = run["w"], run["right"]
    standard_error = np.std(w, ddof=1) / np.sqrt(len(w))
    trace_w = run["history"][:, 0] - run["history"][:, 1]
    print(f"{name} final mean w: {np.mean(w):.4f} +/- "
          f"{standard_error:.4f} (one standard error)")
    print(f"  rms w: {np.sqrt(np.mean(w*w)):.4f}; largest |mean w| "
          f"over time: {np.max(np.abs(trace_w)):.4f}")
    print(f"  Contributions to mean w, transmitted and reflected: "
          f"{np.sum(w[right])/len(w):.4f}, {np.sum(w[~right])/len(w):.4f}")
    print(f"  Transmitted fraction: {np.mean(right):.4f}; its mean upper "
          f"population: {np.mean(run['up_pop'][right]):.6f}")
    print(f"  Reflected lower, upper active fractions: "
          f"{np.mean(~right & ~run['active']):.4f}, "
          f"{np.mean(~right & run['active']):.4f}")
    print(f"  Frustrated hops: {run['frustrated']}; largest energy error: "
          f"{run['energy_error']:.2e} hartree")
print(f"Wave packet transmitted lower, upper: {quantum[0]:.4f}, "
      f"{quantum[1]:.2e}")
print(f"Wave packet reflected lower, upper: {quantum[2]:.4f}, "
      f"{quantum[3]:.4f}")
print(f"Separated-branch reflected lower, upper estimate: "
      f"{first_upper**2:.4f}, {first_upper*(1-first_upper):.4f}")
print(f"Largest wave-packet change on halving its step: {quantum_change:.2e}")
print(f"Corrected replica (3000 trajectories, dt 1 a.u.) population, "
      f"fraction: {np.mean(replica['up_pop']):.4f}, "
      f"{np.mean(replica['active']):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Model A, B: 0.0006, 0.1 hartree; C: 0.9 1/bohr
Mass: 2000 electron masses
Initial mean position, width: -15.0, 0.75 bohr
Initial mean momentum, width: 20.0, 0.667 a.u.
Mean-momentum kinetic energy: 0.100 hartree
Right asymptotic upper energy: 0.200001 hartree
Decoherence constant: 0.1 hartree = 2.721 eV
Trajectories per main run: 4000; time step: 2.0 a.u.
Final time: 3400 a.u. = 82.24 fs
Derivative-coupling peak: 0.225 1/bohr at -5.684 bohr
One-step example: upper population 0.4, gap 0.02 hartree, dt 20 a.u.
  Active lower: kinetic 0.11 hartree, tau 95.45 a.u., q 0.65767
    w before, after: 0.40000, 0.26307
  Active upper: kinetic 0.09 hartree, tau 105.56 a.u., q 0.68458
    w before, after: -0.60000, -0.41075
  Mean w created by unequal rates: -0.006458
Upper-state probabilities (dimensionless):
  t=1400 a.u.: wave packet 0.3968
    FSSH population, active fraction: 0.3971, 0.4042
    Corrected population, active fraction: 0.3613, 0.3625
  t=2000 a.u.: wave packet 0.3963
    FSSH population, active fraction: 0.3967, 0.3942
    Corrected population, active fraction: 0.3620, 0.3620
  t=2600 a.u.: wave packet 0.2702
    FSSH population, active fraction: 0.4078, 0.2550
    Corrected population, active fraction: 0.2537, 0.2647
  t=3400 a.u.: wave packet 0.2392
    FSSH population, active fraction: 0.4131, 0.2450
    Corrected population, active fraction: 0.2364, 0.2432
FSSH final mean w: 0.1681 +/- 0.0055 (one standard error)
  rms w: 0.3891; largest |mean w| over time: 0.1681
  Contributions to mean w, transmitted and reflected: 0.2377, -0.0695
  Transmitted fraction: 0.5985; its mean upper population: 0.397134
  Reflected lower, upper active fractions: 0.1565, 0.2450
  Frustrated hops: 4; largest energy error: 1.43e-05 hartree
Corrected final mean w: -0.0069 +/- 0.0015 (one standard error)
  rms w: 0.0941; largest |mean w| over time: 0.0132
  Contributions to mean w, transmitted and reflected: 0.0000, -0.0069
  Transmitted fraction: 0.6380; its mean upper population: 0.000000
  Reflected lower, upper active fractions: 0.1187, 0.2432
  Frustrated hops: 0; largest energy error: 1.19e-05 hartree
Wave packet transmitted lower, upper: 0.6037, 4.99e-29
Wave packet reflected lower, upper: 0.1571, 0.2392
Separated-branch reflected lower, upper estimate: 0.1571, 0.2393
Largest wave-packet change on halving its step: 2.52e-09
Corrected replica (3000 trajectories, dt 1 a.u.) population, fraction: 0.2278, 0.2290
ALL CHECKS PASSED
```
